\section*{When Weibull Slope Changes, Voltage Acceleration Depends on the Failure Percentile}

\section{What dimensions allow}

Let a dielectric under constant stress break down at a random time $t$, with a distribution described by two parameters: a time $\eta$ and a pure number $\beta$. The time $t_p$ by which a fraction $p$ of the samples has failed must carry the unit of time, and $\eta$ is the only parameter that can supply it. Hence
\begin{equation}
t_p=\eta\,g(p,\beta),
\end{equation}
where $g$ is dimensionless. Now compare a low voltage, L, with a high voltage, H:
\begin{equation}
A_p\equiv\frac{t_p(\mathrm L)}{t_p(\mathrm H)}
=\frac{\eta_{\mathrm L}}{\eta_{\mathrm H}}\,
\frac{g(p,\beta_{\mathrm L})}{g(p,\beta_{\mathrm H})}.
\label{eq:form}
\end{equation}
If $\beta$ is the same at both voltages, the second fraction is one and the percentile drops out. If $\beta$ differs, nothing in the dimensions makes $p$ cancel.

\section{The belief and its appeal}

The belief is that voltage acceleration is one number. One measures the characteristic life $\eta$ at two voltages, takes the ratio, and multiplies any high-voltage lifetime by it, including the lifetime at which 0.01\,\% of parts have failed.

There are good reasons to find this attractive. With equal slopes it is correct. The characteristic life lies in the body of the data, where it is much better determined than a far quantile. Near the middle of the distribution the procedure also works well if the slopes differ only modestly: in the example below, the ratio at 50\,\% failures is only 6\,\% above the ratio of the characteristic lives. The trouble grows towards the small percentiles for which reliability is specified.

\section{The ratio for Weibull lifetimes}

Assume one failure mode, constant stress, and equal temperature and area at both voltages. Let the failed fraction follow the Weibull law
\begin{equation}
F(t)=1-\exp\left[-(t/\eta)^{\beta}\right].
\end{equation}
Setting $F(t_p)=p$ gives $(t_p/\eta)^\beta=-\ln(1-p)$. A second logarithm gives
\begin{equation}
\ln t_p=\ln\eta+\frac{w_p}{\beta},\qquad
w_p=\ln[-\ln(1-p)].
\label{eq:quantile}
\end{equation}
Subtracting this expression at H from that at L and exponentiating,
\begin{equation}
A_p=\frac{\eta_{\mathrm L}}{\eta_{\mathrm H}}
\exp\left[w_p\left(\frac1{\beta_{\mathrm L}}-\frac1{\beta_{\mathrm H}}\right)\right].
\label{eq:ratio}
\end{equation}
Since $w_p$ varies with $p$, this ratio is independent of $p$ if and only if $\beta_{\mathrm L}=\beta_{\mathrm H}$. With unequal slopes it equals $\eta_{\mathrm L}/\eta_{\mathrm H}$ only where $w_p=0$, that is, at $p=1-1/e$, or 63.2\,\%.

The same condition can be seen without quantiles. A single factor $A$ requires $F_{\mathrm L}(t)=F_{\mathrm H}(t/A)$: the two distributions must differ by a rigid shift along the $\ln t$ axis. On a Weibull plot, $\ln[-\ln(1-F)]$ against $\ln t$, each distribution is a straight line of slope $\beta$. A shift can superpose two parallel lines, but not two lines of different slope.

The sign matters. Below 63.2\,\%, $w_p$ is negative. If the slope falls as voltage rises, $\beta_{\mathrm L}>\beta_{\mathrm H}$, the difference $1/\beta_{\mathrm L}-1/\beta_{\mathrm H}$ is also negative, so the exponent in (\ref{eq:ratio}) is positive and $A_p$ exceeds the ratio of characteristic lives. The single factor is then pessimistic for early failures. If the slope rises with voltage, it is optimistic.

\section{A numerical refutation}

Take a spacing of 30\,nm and nominal fields of 3.5 and 5.0\,MV/cm, which correspond to 10.5 and 15.0\,V. The spacing is held fixed, so comparing fields is the same as comparing voltages. Let $\eta_{\mathrm L}=4\times10^5$\,s, $\eta_{\mathrm H}=1000$\,s, $\beta_{\mathrm L}=1.2$ and $\beta_{\mathrm H}=1.0$. The ratio of characteristic lives is 400, and $1/\beta_{\mathrm L}-1/\beta_{\mathrm H}=-0.1667$.

At $p=10^{-4}$, $w_p=-9.210$, so
\begin{equation}
A_p=400\,e^{(-9.210)(-0.1667)}=400\times4.642\approx1857.
\end{equation}
The progression is as follows.

\begin{center}
\begin{tabular}{rrrr}
$p$ (\%) & $t_p(\mathrm L)$ (s) & $t_p(\mathrm H)$ (s) & $A_p$\\
63.2 & 400000 & 1000 & 400\\
50 & 294720 & 693 & 425\\
1 & 8654 & 10.05 & 861\\
0.01 & 185.7 & 0.100 & 1857
\end{tabular}
\end{center}

The single factor predicts a 0.01\,\% life at the low voltage of $0.100\times400=40.0$\,s. The low-voltage distribution itself gives 185.7\,s, or 3.09 minutes. The prediction is too short by a factor of 4.64.

Now exchange the slopes and keep both values of $\eta$. The single factor predicts 185.7\,s, while the low-voltage distribution gives 40.0\,s. The error has the same size, but it now promises life that the part does not have.

\section{Local acceleration and area}

The statement also holds for a small change of field. Define $\gamma_p=-d\ln t_p/dE$ and $\gamma_\eta=-d\ln\eta/dE$. Differentiating (\ref{eq:quantile}) at fixed $p$, with $d(1/\beta)/dE=-\beta'/\beta^2$, gives
\begin{equation}
\gamma_p=\gamma_\eta+w_p\frac{\beta'}{\beta^2},
\qquad \beta'=\frac{d\beta}{dE}.
\end{equation}
Let $\ln\eta$ and $\beta$ be linear in field between the two test points. Then $\gamma_\eta=\ln(400)/1.5=3.994$\,cm/MV and $\beta'=-0.1333$\,cm/MV. At mid-field $\beta=1.1$, and at 0.01\,\%
\begin{equation}
\gamma_p=3.994+\frac{(-9.210)(-0.1333)}{1.1^2}=5.009\ \mathrm{cm/MV}.
\end{equation}
A field acceleration coefficient therefore needs a percentile attached to it when the slope varies.

It needs an area as well. Suppose a product has $R$ times the area of the test structure and fails at its weakest part, all parts being independent and alike. Its survival probability is that of the test structure raised to the power $R$, so
\begin{equation}
R\,(t_p/\eta)^\beta=-\ln(1-p),
\end{equation}
which replaces $w_p$ by $w_p-\ln R$. For $R=100$ the ratio at 63.2\,\% is 862 instead of 400, and at 0.01\,\% it is 4000 instead of 1857. Quoting the product's own characteristic life does not restore the factor measured on the small structure.

\section{Two lines that must cross}

Unequal slopes carry a warning about the Weibull description itself. Setting $A_p=1$ in (\ref{eq:ratio}) gives
\begin{equation}
w_\times=-\frac{\ln(\eta_{\mathrm L}/\eta_{\mathrm H})}
{1/\beta_{\mathrm L}-1/\beta_{\mathrm H}}.
\end{equation}
At this point the two distributions cross, and beyond it the higher voltage appears to lengthen life. If added voltage can only do harm, both fitted laws cannot be true at all percentiles.

For the original slopes $w_\times=35.95$, far in the upper tail, where practically every sample has failed. For the exchanged slopes $w_\times=-35.95$, or $p=2.4\times10^{-16}$. Neither crossing affects the percentiles tabulated above. They do show that a straight Weibull line is a description over a range, and that extrapolating it needs a physical reason.

\section{One cause of a changing slope}

Suppose every die has the same intrinsic slope $\beta_0$, but its spacing differs slightly from nominal. At nominal field $E$ let the die's field be $E(1+\delta z)$, where $z$ is a standard normal variable and $\delta$ is the relative scatter. With $\ln\eta$ linear in field,
\begin{equation}
\ln\eta_{\mathrm{die}}=\ln\eta(E)-\tau z,\qquad \tau=\gamma_\eta E\delta.
\end{equation}
Under this law the same relative scatter produces more scatter in log-lifetime at higher field. If $\eta$ were instead a power of the field, the nominal field would enter $\ln\eta_{\mathrm{die}}$ only as a separate additive term, the scatter in log-lifetime would be the same at both fields, and this cause of a changing slope would be absent.

For one die, $q=(t/\eta_{\mathrm{die}})^{\beta_0}$ has survival probability $e^{-q}$, so
\begin{equation}
\ln t=\ln\eta(E)-\tau z+\frac{\ln q}{\beta_0}.
\end{equation}
Since $\langle q^s\rangle=\Gamma(1+s)$, the variance of $\ln q$ is the second derivative of $\ln\Gamma(1+s)$ at $s=0$, which is $\pi^2/6$. The variables $z$ and $q$ are independent, so their variances add:
\begin{equation}
\mathrm{Var}(\ln t)=\frac{\pi^2}{6\beta_0^2}+\tau^2.
\end{equation}
A Weibull law of slope $\beta$ has variance $\pi^2/(6\beta^2)$. The slope assigned to the mixture by matching variances therefore obeys
\begin{equation}
\frac1{\beta_{\mathrm{app}}^2}=\frac1{\beta_0^2}+\frac{6\tau^2}{\pi^2},
\end{equation}
and falls with field. For $\beta_0=1.5$ and $\delta=5\,\%$, $\tau$ is 0.699 at the low field and 0.999 at the high field. The apparent slopes are 1.161 and 0.976, close to those of the example, although no die has changed its intrinsic slope. The values depend on how a slope is assigned to a distribution that is not Weibull: maximum-likelihood fits to large samples of the same mixture give about 1.0 and 0.81.

The mixture is not a Weibull law, however, and its tail behaves differently. For sufficiently small $t$, $1-e^{-q}\simeq q$. Averaging over dies with $\langle e^{\beta_0\tau z}\rangle=e^{\beta_0^2\tau^2/2}$,
\begin{equation}
p\simeq\left(\frac{t_p}{\eta(E)}\right)^{\beta_0}e^{\beta_0^2\tau^2/2},
\qquad
t_p\simeq\eta(E)\,p^{1/\beta_0}e^{-\beta_0\tau^2/2}.
\end{equation}
The slope returns to $\beta_0$ at both fields, $p$ cancels from the ratio, and
\begin{equation}
A_p\to\frac{\eta(E_{\mathrm L})}{\eta(E_{\mathrm H})}
\exp\left[\frac{\beta_0}{2}
\left(\tau_{\mathrm H}^2-\tau_{\mathrm L}^2\right)\right].
\end{equation}
With the nominal-die ratio kept at 400, this limit is 586. The full mixture gives 378 at 63.2\,\%, 575 at 1\,\% and 586 at 0.01\,\%. One factor does serve the far tail of this model, but it is not the factor found at 63.2\,\%. Its value also depends on the shape of the scatter: if the spacing rather than the field is normally distributed, with the same 5\,\% scatter and cut off at six standard deviations, the ratio at 0.01\,\% is about 666. That value rests on rare narrow dies: cutting off at three or four standard deviations gives 619 or 657, and dies beyond four see more than 6.25\,MV/cm in the high-field test, where the linear law for $\ln\eta$ is itself an extrapolation.

From 63.2\,\% to 0.01\,\% the mixture's ratio grows by a factor of 1.55. Straight Weibull lines would give 4.53 with the variance-matched slopes and about 9 with the maximum-likelihood slopes. All these results contradict a universal factor, yet the straight lines overstate the growth by a factor of about three to six, depending on how the slopes were assigned. The slope change alone does not settle the tail; its cause matters. The area rule above does not apply to the mixture as a whole, because all parts of one die share its field. If each product lies on a single die, $R$ times the area multiplies $q$ by $R$ on every die. All lifetimes then shorten by the factor $R^{1/\beta_0}$ at both fields, and $A_p$ at a given percentile is unchanged.

\section{Can the data show it?}

Let $b=1/\beta$, $u=\ln\eta$ and $y=(\ln t-u)/b$. The logarithm of the probability density of $\ln t$ is $-\ln b+y-e^y$. With $q=e^y$, its derivatives with respect to $u$ and $b$ are
\begin{equation}
\frac{q-1}{b},\qquad \frac{(q-1)\ln q-1}{b}.
\end{equation}
The information matrix holds the averages of their products. With $\langle q^k\ln^m q\rangle=\Gamma^{(m)}(k+1)$ and Euler's constant $C$, these are
\begin{equation}
I_{uu}=\frac1{b^2},\quad I_{ub}=\frac{1-C}{b^2},\quad
I_{bb}=\frac{\pi^2/6+(1-C)^2}{b^2}.
\end{equation}
For $n$ complete failures, the large-sample variance of the maximum-likelihood estimate of $b$ is the corresponding element of the inverse matrix divided by $n$:
\begin{equation}
\mathrm{Var}(\hat b)=\frac{I_{uu}}{n(I_{uu}I_{bb}-I_{ub}^2)}
=\frac{6b^2}{\pi^2n}.
\end{equation}
For $n=50$ the relative standard error is 0.110; simulated fits to samples of that size also give 0.110.

The evidence for a percentile-dependent factor is $\ln(A_p/A_{63.2\%})=w_p(b_{\mathrm L}-b_{\mathrm H})$. The two tests are independent, so their variances add. With 50 failures at each field, the standard error at 0.01\,\% is
\begin{equation}
9.210\times0.1103\sqrt{(1/1.2)^2+(1/1.0)^2}=1.32,
\end{equation}
against an effect of 1.54. A real difference of slopes could easily pass for noise. Because the error falls as $n^{-1/2}$, making the effect three standard errors takes $50(3\times1.322/1.535)^2\approx334$ failures per field. Failing to detect a slope difference in a small sample is therefore weak evidence for one factor.

\section{Beside a real interconnect}

The parameters are meant for the rough regime of porous SiCOH between copper lines: spacings of tens of nanometres, accelerated tests at several MV/cm, and field coefficients of a few cm/MV. They do not describe a particular process. The high-field 0.01\,\% life of 0.100\,s is an extrapolated quantile, far below what 50 samples can observe directly. Spacing scatter between dies can bend the Weibull plot, so that the slope seen in the body of the data need not hold in the tail, whereas independent roughness along a long line largely averages out and need not bend it. In the 5\,\% die-to-die scatter model this brings the 0.01\,\% ratio to 586, compared with 1857 for the straight lines of the example. The model's ratio at 63.2\,\% is 378 rather than 400; raising $\gamma_\eta$ to 4.03\,cm/MV so that it equals 400 gives about 625 at 0.01\,\%. A 2\,K mismatch between tests near 398\,K, with a rough activation energy of 0.7\,eV, changes life by a factor of 1.11.

Extrapolation to a use field of 1\,MV/cm, or 3.0\,V, is more uncertain still. Laws with $\ln\eta$ linear in $E$ and in $\sqrt E$, passed through the same two characteristic lives, give $8.7\times10^9$ and $6.4\times10^{11}$\,s, a ratio of 74. These two laws do not bound the uncertainty: a power of the field through the same two points gives $5.5\times10^{14}$\,s. Taking $\beta$ or $1/\beta$ as linear in field gives use slopes of 1.53 or 1.80, which changes the 0.01\,\% life by a further factor of 2.4 at fixed $\eta$.

When slopes differ, the lifetime should be extrapolated at the required percentile and product area, with stated laws for both $\eta$ and $\beta$ and a justified form for the tail. A single factor is safe to carry between percentiles only where the distributions differ by a shift in $\ln t$. The numerical output lists the remaining percentiles and most of the values quoted here.

\section*{Table of computed values}
\begin{verbatim}
spacing 30 nm; fields L, H: 3.5, 5.0 MV/cm
voltages L, H: 10.5, 15.0 V
eta L, H: 400000, 1000 s; beta L, H: 1.2, 1.0
eta ratio: 400.0; 1/beta_L-1/beta_H: -0.1667
p (%) | w_p | t_p(L) (s) | t_p(H) (s) | ratio A_p | A_p/(eta ratio)
63.21 | 0.0000 | 4e+05 | 1000 | 400.0 | 1.000
50 | -0.3665 | 2.9472e+05 | 693.15 | 425.2 | 1.063
10 | -2.2504 | 61323 | 105.36 | 582.0 | 1.455
1 | -4.6001 | 8653.9 | 10.05 | 861.1 | 2.153
0.1 | -6.9073 | 1265.4 | 1.0005 | 1264.8 | 3.162
0.01 | -9.2103 | 185.67 | 0.10001 | 1856.6 | 4.642
0.01 % life at L, single eta factor: 40.00 s
0.01 % life at L, own slope: 185.7 s = 3.09 min
gamma of eta: 3.994 cm/MV; d beta/dE: -0.1333 cm/MV
mid-field 4.25 MV/cm, beta there: 1.100
local gamma at 0.01 %, mid-field: 5.009 cm/MV
area x100: w at 0.01 %: -13.815; ratio: 4000
area x100: ratio at 63.2 %: 861.8
slopes exchanged: ratio at 0.01 %: 86.18
slopes exchanged: 0.01 % life at L: 40.0 s; single factor: 185.7 s
slopes exchanged: crossing at w = -35.95, p = 2.44e-16
original slopes: crossing at w = 35.95 (upper tail)
die scatter: 5 % of field; intrinsic slope 1.5
scatter of ln eta L, H: 0.699, 0.999
apparent slope from variance L, H: 1.161, 0.976
mixture local slope at 63.21 %, L, H: 1.023, 0.824
mixture local slope at 0.01 %, L, H: 1.500, 1.499
mixture ratio at 63.2 %, 1 %, 0.01 %: 378.0, 575.3, 585.6
mixture ratio, deep-tail limit: 585.7
A(0.01 %)/A(63.2 %): mixture 1.549, Weibull lines with apparent slopes 4.525
relative error of 1/beta, n = 50: large-n 0.1103, simulated 0.1097
ln[A(0.01 %)/A(63.2 %)]: 1.535, standard error 1.322 (n = 50 per field)
failures per field for three standard errors: 334
2 K mismatch at 398 K, 0.7 eV: life factor 1.107
use field: 1.0 MV/cm = 3.0 V
eta at use: linear-field law 8.69e+09 s, root-field law 6.40e+11 s
ratio of the two eta at use: 73.7
slope at use: beta linear 1.533, 1/beta linear 1.800
0.01 % life factor between these slopes: 2.43
\end{verbatim}
